# Hydrogen s States in B-Splines: Banded Galerkin Scheme and Eigenvalue Convergence

## Definitions and conventions

Hartree atomic units are used. The nucleus is a fixed point charge and relativity is left out. For an s state the reduced radial function \(P(r)\), which is \(r\) times the radial wavefunction, obeys

\[
-\tfrac12P''-\frac1rP=EP,\qquad P(0)=P(R)=0,\qquad \int_0^R P^2dr=1 .
\]

\(R\) is the box radius and \(E_1<E_2<\dots\) are the box levels. Write \((u,v)=\int_0^R uv\,dr\), \(\|u\|^2=(u,u)\).

The box is divided into \(N=R/h\) intervals \([jh,(j+1)h]\), \(j=0,\dots,N-1\). Splines of order \(k\ge2\) have degree \(k-1\) on each interval and \(k-2\) continuous derivatives. The knots \(t_i\) are the points \(jh\), with 0 and \(R\) each repeated \(k\) times. Starting from \(B_{i,1}=1\) on \([t_i,t_{i+1})\) and 0 elsewhere, with the last nonempty interval also including its end point \(R\),

\[
B_{i,q}=\frac{r-t_i}{t_{i+q-1}-t_i}B_{i,q-1}+\frac{t_{i+q}-r}{t_{i+q}-t_{i+1}}B_{i+1,q-1},
\]

where terms with zero denominator are dropped. Slopes follow by applying the product rule to this recursion. By the Curry–Schoenberg theorem the \(B_{i,k}\) form a basis of the splines just described. Only the first is nonzero at \(r=0\) and only the last at \(r=R\). Removing these two leaves a space \(V_h\) of dimension \(N+k-3\) that satisfies both boundary conditions.

**Claim.** With \(k\) Gauss–Legendre points per interval, the error of a fixed level relative to the box level, at fixed \(R\) and without rounding, is \(O(h^{2k-2})\). For the lowest level no higher power is possible. The shift caused by the wall is a separate error that does not fall with \(h\).

## The matrix problem

Multiply the equation by \(v\) with \(v(0)=v(R)=0\) and integrate the first term by parts. The boundary term vanishes, so

\[
a(P,v)=E(P,v),\qquad a(u,v)=\int_0^R\Big(\tfrac12u'v'-\frac{uv}{r}\Big)dr .
\]

Inserting \(u=\sum_ic_iB_i\) and \(v=B_j\) gives \(Hc=ESc\), with \(H_{ij}=a(B_i,B_j)\) and \(S_{ij}=(B_i,B_j)\). Only \(k\) splines live on an interval, so both matrices have half-bandwidth \(k-1\).

```
for each interval j = 0..N-1:
    for each of k Gauss points r, weight w:
        evaluate B_s, B'_s for s = j..j+k-1
        for each pair s, s':
            S[s,s'] += w B_s B_s'
            H[s,s'] += w (B'_s B'_s'/2 - B_s B_s'/r)
delete first and last row and column
factor A = H - sigma S (banded LU, pivoting)
repeat: solve A x = S c;  c = x / sqrt(x.S x)
E = c.H c
```

In the eigenbasis each pass multiplies a component by \(1/(E_i-\sigma)\). Unwanted components therefore shrink by at least \(|E_n-\sigma|/|E_{\rm next}-\sigma|\), where \(E_n\) is the discrete level nearest to \(\sigma\) and \(E_{\rm next}\) the second nearest. Assembly costs \(O(Nk^3)\), factorization \(O(Nk^2)\), and each solve and the storage \(O(Nk)\).

A hand check uses \(k=2\) and the hat function peaked at \(r=h\). Its overlap is \(2h/3\) and its kinetic element \(\frac12(2/h)=1/h\). With \(x=r/h\),

\[
\int\frac{B^2}{r}dr=\int_0^1x\,dx+\int_1^2\Big(\frac4x-4+x\Big)dx=4\ln2-2=0.772589 .
\]

Two Gauss points give 0.769231, which is too small. The next section shows why.

## What Gauss quadrature does to the energy

A \(k\)-point rule is exact to degree \(2k-1\). Overlap (degree \(2k-2\)) and kinetic (degree \(2k-4\)) integrals are therefore exact. For the Coulomb term let \(q_j\) be the polynomial that equals \(u\in V_h\) on interval \(j\), and split

\[
\frac{q_j^2}{r}=\frac{q_j^2-q_j(0)^2}{r}+\frac{q_j(0)^2}{r}.
\]

The first part is a polynomial of degree \(2k-3\), integrated exactly. On the first interval \(q_0(0)=0\), so nothing else remains. For \(j\ge1\) let \(\omega_j\) be the monic polynomial vanishing at the \(k\) nodes. Then \([1-\omega_j^2/\omega_j(0)^2]/r\) is a polynomial of degree \(2k-1\), because its numerator vanishes at \(r=0\), and it equals \(1/r\) at the nodes. The rule returns its exact integral, so the part of \(\int dr/r\) that is missed is

\[
\delta_j=\frac1{\omega_j(0)^2}\int_{jh}^{(j+1)h}\frac{\omega_j^2}{r}dr>0 .
\]

Quadrature thus replaces \(a(u,u)\) by \(\tilde a(u,u)=a(u,u)+\sum_{j\ge1}\delta_jq_j(0)^2\): the attraction is weakened. For the hat function \(q_1(0)=2\), and the two-point rule gives \(9/13\) for \(\int_1^2dx/x\). The loss is \(4(\ln2-9/13)=0.003358\), the difference found above.

By the min-max principle, with \(\tilde E\) the computed level, \(E_h\) the one with exact integrals and \(E^{\rm free}\) that of the free atom,

\[
\tilde E\ge E_h\ge E\ge E^{\rm free}.
\]

The last step holds because box functions, continued by zero, are trial functions for the free atom.

For later use, put \(r=(j+x)h\). Then \(\omega_j=h^kp(x)\) with a fixed polynomial \(p\), and \(|\omega_j(0)|=h^k|p(-j)|\ge h^kj^k\). Hence \(\delta_j\le Cj^{-2k-1}\). Here and below \(C\) denotes constants independent of \(h\) and \(j\).

## The energy error is quadratic

Let \(u=P+e\) with \(e(0)=e(R)=0\). Since \(a(P,v)=E(P,v)\), both the \(P\)–\(P\) and the cross terms cancel:

\[
a(u,u)-E(u,u)=a(e,e)-E(e,e). \tag{1}
\]

The leading part is \(\frac12\|e'\|^2\). A slope error of order \(h^{k-1}\) therefore gives an energy error of order \(h^{2k-2}\). It remains to construct such a spline.

## An explicit approximant

The regular solution \(P=\sum_{j\ge1}a_jr^j\) has \(j(j+1)a_{j+1}=-2a_j-2Ea_{j-1}\), with \(a_0=0\). The series converges for all \(r\), so \(P\) is smooth on \([0,R]\) despite the Coulomb singularity. Put

\[
m=k-1,\quad g=P',\quad G=g^{(m)}=P^{(k)},\quad \beta_i(r)=\frac{h^i}{i!}\mathcal B_i(\{r/h\}),
\]

where \(\mathcal B_i(x)\) are Bernoulli polynomials, \(\mathcal B_i\) without argument is the Bernoulli number, and \(\{\cdot\}\) is the fractional part. From \(\mathcal B_i'=i\mathcal B_{i-1}\) follows \(\beta_i'=\beta_{i-1}\) for \(i\ge2\). The sawtooth \(\beta_1\) has slope 1 and jumps by \(-h\) at knots, so \(\beta_1'=1-h\sum_j\delta(r-jh)\). Write \(\beta_0\equiv\beta_1'\) and consider

\[
\eta_0=\sum_{p=0}^m\binom{-m}{p}G^{(p)}\beta_{m+p}.
\]

By Leibniz' rule, \((G^{(p)}\beta_{m+p})^{(m)}=\sum_i\binom mi G^{(p+i)}\beta_{p+i}\). In \(\eta_0^{(m)}\) the coefficient of \(G^{(n)}\beta_n\), for \(n\le m\), is the coefficient of \(x^n\) in \((1+x)^{-m}(1+x)^m=1\). It is 1 for \(n=0\) and 0 for \(1\le n\le m\). The remaining terms, collected in \(\rho\), contain \(\beta_n\) with \(n>m\) and are \(O(h^{m+1})\). Let \(\eta\) be \(\eta_0\) minus the \(m\)-fold integral of \(\rho\) from 0. Then

\[
\eta^{(m)}=G-h\sum_jG(jh)\,\delta(r-jh),\qquad \eta=G\beta_m+O(h^{m+1}).
\]

The function \(s=g-\eta\) has an \(m\)th derivative made of delta functions at knots. It is therefore a spline of order \(m=k-1\).

Define \(v(r)=\int_0^r(s+c)\,dr'\), which has order \(k\) and \(v(0)=0\). Because \(\int_0^Rg\,dr=0\), the condition \(v(R)=0\) requires \(cR=\int_0^R\eta\,dr\). One integration by parts, \(\int G\beta_m=[G\beta_{m+1}]-\int G'\beta_{m+1}\), shows that integrals of \(\eta\) are \(O(h^{m+1})\). So \(v\in V_h\), and \(e=v-P\) satisfies

\[
e=O(h^k),\qquad e'=c-\eta=-G\beta_m+O(h^k),\qquad e^{(i)}=O(h^{k-i})
\]

inside intervals, for \(i\le k\).

The constant needs \(\int_0^1\mathcal B_m(x)^2dx\). Integrating by parts \(m-1\) times, with boundary terms cancelling by periodicity, gives

\[
\int_0^1\mathcal B_m^2dx=(-1)^{m-1}\frac{(m!)^2}{(2m-1)!}\int_0^1\mathcal B_{2m-1}\mathcal B_1dx .
\]

The last integral is \([\mathcal B_{2m}(x)\mathcal B_1(x)]_0^1/2m=\mathcal B_{2m}/2m\), since \(\mathcal B_1(x)=x-\frac12\) and \(\mathcal B_{2m}(x)\) has zero mean. The result is \((m!)^2|\mathcal B_{2m}|/(2m)!\). As \(G\) varies by \(O(h)\) within an interval,

\[
\tfrac12\|e'\|^2=K_kh^{2k-2}+O(h^{2k-1}),\qquad
K_k=\frac{|\mathcal B_{2k-2}|}{2\,(2k-2)!}\int_0^R(P^{(k)})^2dr. \tag{2}
\]

## Upper bound, including quadrature and excited levels

In (1) the Coulomb term \(-\int e^2/r\) is negative and can be dropped, and \(E\|e\|^2=O(h^{2k})\).

For the quadrature term, Taylor expansion about \(t=jh\) gives \(q_j(0)=\sum_{i<k}v^{(i)}(t^+)(-t)^i/i!\). The \(P\) part equals \(P(0)+O(t^k)=O((jh)^k)\). The \(e\) part is at most \(C\sum_{i<k}h^{k-i}(jh)^i\le C(jh)^k\). Therefore

\[
\sum_{j\ge1}\delta_jq_j(0)^2\le Ch^{2k}\sum_{j=1}^N\frac1j=O(h^{2k}\log(1/h)),
\]

which is smaller than the basis error. For the lowest level the Rayleigh quotient of \(v\) now proves \(\tilde E-E\le K_kh^{2k-2}+O(h^{2k-1})\).

For level \(n\), use the span of the approximants \(v_1,\dots,v_n\) of the lowest \(n\) states. Let \(w=\sum c_iP_i\) with \(\sum c_i^2=1\), \(v=\sum c_iv_i\), \(e=v-w\) and \(g_i=E_n-E_i\). Then

\[
\tilde a(v,v)-E_n(v,v)=-\sum_{i<n}g_i\big[c_i^2+2c_i(P_i,e)\big]+a(e,e)-E_n\|e\|^2+O(h^{2k}\log(1/h)).
\]

Completing the square bounds each bracket term by \(g_i(P_i,e)^2=O(h^{2k})\). In \(\frac12\|e'\|^2\), admixtures \(c_i\) of lower states add terms of size \(|c_i|h^{2k-2}\). Part of \(-g_ic_i^2\) absorbs them at a cost \(O(h^{4k-4})\), no larger than \(O(h^{2k})\) for \(k\ge2\). Since \((v,v)=1+O(h^k)\), min-max gives the same bound with \(P=P_n\).

## Why the power cannot be better

Take the lowest level, its normalized spline eigenfunction \(u_h\) with exact integrals, and \(\alpha=(P,u_h)\). Put \(e=u_h/\alpha-P\), which is orthogonal to \(P\). By (1), \(E_h-E=\alpha^2X\) with \(X=a(e,e)-E\|e\|^2\). Orthogonality gives \(X\ge\gamma\|e\|^2\), \(\gamma=E_2-E_1\).

Integration by parts gives \(\|e/r\|^2=2\int ee'/r\,dr\le2\|e/r\|\|e'\|\), which is Hardy's inequality \(\|e/r\|\le2\|e'\|\). Hence \(\int e^2/r\le2\|e'\|\|e\|\le\frac14\|e'\|^2+4\|e\|^2\), and with \(M=4+|E|\)

\[
X\ge\tfrac14\|e'\|^2-M\|e\|^2\quad\Rightarrow\quad(1+M/\gamma)X\ge\tfrac14\|e'\|^2 .
\]

On each interval \(u_h'\) is a polynomial of degree \(m-1\), whereas \(P'\) contains \(Gr^m/m!\) beyond that degree. The smallest mean square of a monic polynomial of degree \(m\) on \([0,1]\) belongs to the Legendre polynomial \(\frac{m!}{(2m)!}\frac{d^m}{dx^m}[x^m(x-1)^m]\), and \(m\) integrations by parts give \((m!)^4/[(2m)!^2(2m+1)]\). Thus

\[
\|e'\|^2\ge\frac{(m!)^2}{(2m)!^2(2m+1)}h^{2k-2}\int_0^RG^2dr\,(1+O(h)).
\]

\(G\) is not identically zero, since no polynomial solves the radial equation. Finally \(1-\alpha^2\le(E_h-E)/\gamma\to0\), so \(\tilde E-E\ge E_h-E\ge Ch^{2k-2}\) with \(C>0\). The ratio printed in the output as lower/upper constant compares this constant for \(\|e'\|^2\) with the one in (2); the energy bound proved here is weaker by the further factor \(2(1+M/\gamma)\).

## Worked example: 1s

For the free state \(P=2re^{-r}\), \(P^{(k)}=2(-1)^k(r-k)e^{-r}\) and

\[
\int_0^\infty(P^{(k)})^2dr=4\Big(\frac14-\frac{2k}4+\frac{k^2}2\Big)=2k^2-2k+1 .
\]

Take \(k=4\), \(h=0.5\) bohr, \(R=30\) bohr: 60 intervals, 61 functions, half-bandwidth 3. The computed energy is \(-0.499995858773\) hartree, an error of \(4.141\times10^{-6}\) hartree (\(1.127\times10^{-4}\) eV) relative to the free level \(-\frac12\) of this model. Converged integrals lower the energy by \(1.83\times10^{-9}\) hartree, so quadrature causes about 0.04 % of the error. The leading estimate is \(4.134\times10^{-4}\times(0.5)^6=6.46\times10^{-6}\) hartree. The actual error is 0.64 of this, so \(h=0.5\) bohr is not yet asymptotic.

The numerical output gives the refinement for \(k=2\) to 5. Between \(h=1/16\) and \(1/32\) bohr the exponents are 1.989, 3.999, 5.955 and 7.950, against 2, 4, 6 and 8. At \(h=1/32\) bohr the ratios of error to estimate are 0.997, 1.000, 0.969 and 0.968. For \(k=4\) and 5 the shortfall roughly halves with \(h\). Linear extrapolation of the last two ratios gives 0.999 and 1.001, which is numerical evidence that \(K_k\), proved here as an upper constant, is the true one. The 2s state with \(k=4\) reaches exponent 5.941.

The quadrature part has last exponents 3.48, 5.52, 7.49 and 9.46. They lie between \(2k-1\) and \(2k\), so this part falls faster than the basis error. The bound \(O(h^{2k}\log(1/h))\) allows such values; the logarithmic form itself was not tested.

## Stability and failure modes

**Rounding.** Doubles near 0.5 are spaced by about \(10^{-16}\), so subtracting energies cannot resolve the \(1.5\times10^{-17}\) hartree found for \(k=5\), \(h=1/32\) bohr. The tabulated errors are instead the sum of \(a(e,e)-E(e,e)\), from the pointwise difference \(e=u-P\), and the quadrature loss. In the latter, Lagrange interpolation gives \(q(0)/\omega(0)=-\sum_iq(x_i)/[x_i\omega'(x_i)]\) over the nodes \(x_i\). Direct subtraction was tested to agree within \(3\times10^{-11}\) hartree, which checks only the entries well above that size; the smaller ones rest on identity (1) and the formula for \(\delta_j\). These small values measure the method; a double-precision eigenvalue does not carry that accuracy.

**The wall.** With the free \(P\) in (1), \(e(R)=-P(R)\) and a term \(-\frac12P(R)P'(R)\) is added, about \(10^{-23}\) hartree for 1s at \(R=30\) bohr. In smaller boxes the shift matters. Let \(P_R\) be the box state. Multiplying each radial equation by the other solution and subtracting gives

\[
(E-E^{\rm free})\int_0^RPP_R\,dr=-\tfrac12P(R)P_R'(R).
\]

Near the wall \(P_R\) is roughly the decaying exponential \(e^{-\kappa r}\) minus a growing one that cancels it at \(R\), so \(P_R'(R)\approx-2\kappa P(R)\) and the shift is about \(\kappa P(R)^2\), with \(\kappa=\sqrt{-2E^{\rm free}}\), equal to 1 for 1s. This uses \(\kappa\) in place of the local decay rate \(\sqrt{\kappa^2-2/R}\), so it needs \(R\) well beyond the turning point \(2/\kappa^2\) and overestimates the shift by a relative amount of roughly \(1/(\kappa^2R)\), which is larger for excited states. At \(R=10\) bohr this gives \(8.2\times10^{-7}\) hartree against a computed \(7.4\times10^{-7}\). Refining \(h\) cannot remove it.

**Too few Gauss points.** With \(k-1\) points the overlap is no longer exact, and the ordering \(\tilde E\ge E\) derived above is not guaranteed.

**Nonsmooth potentials.** The constant \(K_k\) needs a square-integrable \(P^{(k)}\). A potential step inside an interval makes \(P''\) jump, so \(K_k\) does not exist for \(k\ge3\). The quadrature bound fails for every \(k\), including 2: on the interval containing the step the Gauss weights beyond the step need not add up to the length beyond it, which leaves an energy error of order \(h\) and of either sign, so \(\tilde E\ge E\) is lost as well. Placing the step on a knot removes this quadrature error, but for \(k\ge4\) splines with simple knots have a continuous second derivative and cannot follow the jump of \(P''\). The slope error is then of order \(h\) on a few intervals and the energy error of order \(h^3\), unless the knot is repeated so that only the first derivative is continuous there.

**Shift selection.** Inverse iteration finds the level nearest to \(\sigma\). On a coarse mesh the computed levels lie higher, and a shift close to the wanted free level may pick another state.

## Computed results

```
Hat function at r=h, k=2, h=0.5 bohr:
  S11 = 0.333333, T11 = 2.000000 (a.u.)
  1/r element, converged = 0.772589 (a.u.)
  1/r element, 2 Gauss points = 0.769231 (a.u.)
Example 1s: k=4, h=0.5 bohr, R=30.0 bohr
  intervals = 60, matrix size = 61
  half-bandwidth = 3, Gauss points per interval = 4
  E, Gauss integrals     = -0.499995858773 hartree
  E, converged integrals = -0.499995860602 hartree
  basis part of error      = 4.1394e-06 hartree
  quadrature part of error = 1.8291e-09 hartree
  total error = 4.1412e-06 hartree
  total error = 1.1269e-04 eV
1s table: R=30 bohr; h = 1/4, 1/8, 1/16, 1/32 bohr
1s, k=2: expected exponent 2
  errors (hartree): 1.159e-02 3.136e-03 8.048e-04 2.028e-04
  exponents: 1.886 1.962 1.989
  error/estimate: 0.8899 0.9633 0.9889 0.9968
  integral = 5.0000, constant = 2.0833e-01 (a.u.)
  lower/upper constant = 1.0000
  quadrature-part exponent = 3.484
1s, k=3: expected exponent 4
  errors (hartree): 3.479e-05 2.196e-06 1.376e-07 8.607e-09
  exponents: 3.986 3.996 3.999
  error/estimate: 0.9867 0.9963 0.9989 0.9997
  integral = 13.0000, constant = 9.0278e-03 (a.u.)
  lower/upper constant = 1.0000
  quadrature-part exponent = 5.522
1s, k=4: expected exponent 6
  errors (hartree): 7.906e-08 1.391e-09 2.314e-11 3.731e-13
  exponents: 5.828 5.910 5.955
  error/estimate: 0.7834 0.8824 0.9391 0.9691
  integral = 25.0000, constant = 4.1336e-04 (a.u.)
  lower/upper constant = 0.3000
  quadrature-part exponent = 7.494
1s, k=5: expected exponent 8
  errors (hartree): 1.898e-10 8.761e-13 3.688e-15 1.492e-17
  exponents: 7.759 7.892 7.950
  error/estimate: 0.7338 0.8673 0.9346 0.9677
  integral = 41.0000, constant = 1.6948e-05 (a.u.)
  lower/upper constant = 0.0476
  quadrature-part exponent = 9.461
2s table: R=60 bohr; h = 1/2, 1/4, 1/8, 1/16 bohr
2s, k=4: expected exponent 6
  errors (hartree): 2.301e-07 4.195e-09 7.109e-11 1.157e-12
  exponents: 5.777 5.883 5.941
  error/estimate: 0.7283 0.8499 0.9219 0.9604
  integral = 1.2227, constant = 2.0216e-05 (a.u.)
  lower/upper constant = 0.3000
  quadrature-part exponent = 7.445
Box R=10 bohr: shift 7.3672e-07, estimate 8.2446e-07 hartree
Box R=14 bohr: shift 5.0222e-10, estimate 5.4209e-10 hartree
```
